# High-field truncation of the dipolar coupling for like and unlike spins

Two nuclei carry spins $\mathbf I$ and $\mathbf S$ (dimensionless operators) and magnetic moments $\boldsymbol\mu_I=\gamma_I\hbar\mathbf I$ and $\boldsymbol\mu_S=\gamma_S\hbar\mathbf S$. They sit a fixed distance $r$ apart, along the unit vector

$$\mathbf n=(\sin\theta\cos\phi,\ \sin\theta\sin\phi,\ \cos\theta),$$

in a static field $B_0$ along $z$. The only interactions are the Zeeman energies and the direct dipolar coupling of the two moments. Contact terms, indirect coupling, quadrupole coupling and motion are left out.

All Hamiltonians are divided by $\hbar$ and are therefore angular frequencies. The Zeeman energy $-\boldsymbol\mu\cdot\mathbf B_0$ of each spin gives

$$H_0=\omega_I I_z+\omega_S S_z,\qquad \omega_K=-\gamma_K B_0 .$$

The spins are called *like* if $\omega_I=\omega_S$. They are called *unlike* if $|\omega_I|$, $|\omega_S|$, $|\omega_I-\omega_S|$ and $|\omega_I+\omega_S|$ are all much larger than the dipolar coupling. Parts (a) to (e) hold for any spin quantum numbers; parts (f) to (h) are for spins ½.

## (a) The coupling operator

**Starting from the field of a point dipole, find the dipolar Hamiltonian $V$.**

**Solution.** Let $\mathbf r=r\mathbf n$ point from one moment to the other. Away from its source, the field of $\boldsymbol\mu_S$ is $\mathbf B=-\nabla\psi$ with

$$\psi=\frac{\mu_0}{4\pi}\frac{\boldsymbol\mu_S\cdot\mathbf r}{r^3}=-\frac{\mu_0}{4\pi}\,\boldsymbol\mu_S\cdot\nabla\frac1r .$$

The energy of $\boldsymbol\mu_I$ in this field is

$$-\boldsymbol\mu_I\cdot\mathbf B=-\frac{\mu_0}{4\pi}\sum_{ij}\mu_{I,i}\,\mu_{S,j}\,\partial_i\partial_j\frac1r .$$

Since $\partial_j(1/r)=-r_j/r^3$, a second derivative gives

$$-\partial_i\partial_j\frac1r=\frac{\delta_{ij}}{r^3}-\frac{3r_ir_j}{r^5}=\frac{\delta_{ij}-3n_in_j}{r^3}.$$

Inserting the moments and dividing by $\hbar$,

$$V=d\,[\mathbf I\cdot\mathbf S-3(\mathbf I\cdot\mathbf n)(\mathbf S\cdot\mathbf n)],\qquad d=\frac{\mu_0}{4\pi}\frac{\gamma_I\gamma_S\hbar}{r^3}.$$

The sign of $\mathbf n$ does not matter, because $\mathbf n$ appears twice. Operators of different spins commute, so their order does not matter either.

## (b) The alphabet

**Write $V$ in terms of $I_z,S_z$ and the ladder operators $I_\pm=I_x\pm iI_y$, $S_\pm=S_x\pm iS_y$. Group the terms by their effect on the magnetic quantum numbers $m_I$ and $m_S$.**

**Solution.** With $I_x=\tfrac12(I_++I_-)$ and $I_y=\tfrac1{2i}(I_+-I_-)$, the coefficient of $I_+$ in $\mathbf I\cdot\mathbf n$ is $\tfrac12\sin\theta(\cos\phi-i\sin\phi)$. That of $I_-$ is its complex conjugate. Hence

$$\mathbf I\cdot\mathbf n=I_z\cos\theta+\tfrac12\sin\theta\,(I_+e^{-i\phi}+I_-e^{i\phi}),$$

and likewise for $\mathbf S$. Write $c=\cos\theta$, $s=\sin\theta$. The product is

$$\begin{aligned}(\mathbf I\cdot\mathbf n)(\mathbf S\cdot\mathbf n)={}&c^2I_zS_z+\tfrac14s^2(I_+S_-+I_-S_+)\\&+\tfrac12sc\,e^{-i\phi}(I_+S_z+I_zS_+)+\tfrac12sc\,e^{i\phi}(I_-S_z+I_zS_-)\\&+\tfrac14s^2(e^{-2i\phi}I_+S_++e^{2i\phi}I_-S_-).\end{aligned}$$

In the flip-flop terms $I_+S_-$ and $I_-S_+$ the phases $e^{\mp i\phi}$ and $e^{\pm i\phi}$ have cancelled. For the scalar product,

$$I_xS_x+I_yS_y=\tfrac14[(I_++I_-)(S_++S_-)-(I_+-I_-)(S_+-S_-)]=\tfrac12(I_+S_-+I_-S_+),$$

so that $\mathbf I\cdot\mathbf S=I_zS_z+\tfrac12(I_+S_-+I_-S_+)$.

Now subtract three times the product from the scalar product. The coefficient of $I_zS_z$ is $1-3c^2$. The coefficient of the flip-flop terms is

$$\tfrac12-\tfrac34s^2=\tfrac12-\tfrac34+\tfrac34c^2=-\tfrac14(1-3c^2).$$

The remaining terms come from the product alone and acquire the factor $-3$. The result is $V=d(A+B+C+D+E+F)$ with

$$\begin{aligned}
A&=(1-3\cos^2\theta)\,I_zS_z\\
B&=-\tfrac14(1-3\cos^2\theta)(I_+S_-+I_-S_+)\\
C&=-\tfrac32\sin\theta\cos\theta\,e^{-i\phi}(I_+S_z+I_zS_+)\\
D&=C^\dagger=-\tfrac32\sin\theta\cos\theta\,e^{i\phi}(I_-S_z+I_zS_-)\\
E&=-\tfrac34\sin^2\theta\,e^{-2i\phi}I_+S_+\\
F&=E^\dagger=-\tfrac34\sin^2\theta\,e^{2i\phi}I_-S_-
\end{aligned}$$

$A$ flips no spin, $B$ flips the two in opposite senses, $C$ and $D$ flip one spin, and $E$ and $F$ flip both in the same sense. $A$ and $B$ share one angular factor, which will let them combine into a single operator.

## (c) Motion in the Zeeman frame

**Find the time dependence of each letter in the interaction frame of $H_0$.**

**Solution.** Let $V_{pq}$ be the part of $V$ that raises $m_I$ by $p$ and $m_S$ by $q$, with $p,q\in\{-1,0,1\}$. From $[I_z,I_\pm]=\pm I_\pm$ and the same relation for $\mathbf S$,

$$[H_0,V_{pq}]=\nu_{pq}V_{pq},\qquad \nu_{pq}=p\,\omega_I+q\,\omega_S .$$

The operator $X(t)=e^{iH_0t}V_{pq}e^{-iH_0t}$ obeys

$$\dot X=i\,e^{iH_0t}[H_0,V_{pq}]e^{-iH_0t}=i\nu_{pq}X,$$

hence $X(t)=V_{pq}e^{i\nu_{pq}t}$. The frequencies are

- $A$: $0$
- $B$: $\pm(\omega_I-\omega_S)$
- $C$: $\omega_I$ and $\omega_S$; $D$: $-\omega_I$ and $-\omega_S$
- $E$: $\omega_I+\omega_S$; $F$: $-(\omega_I+\omega_S)$

Each frequency is the Zeeman energy, divided by $\hbar$, that the term adds to the pair. A static term is one that conserves Zeeman energy.

## (d) The truncated coupling

**Keep the static terms and drop the rotating ones. Which operator remains for like spins, and which for unlike spins?**

**Solution.** Define

$$b=d\,(1-3\cos^2\theta).$$

For like spins $\omega_I-\omega_S=0$, so $A$ and $B$ are both static:

$$V_{\rm sec}=d(A+B)=b\,I_zS_z-\frac b4(I_+S_-+I_-S_+).$$

From part (b), $I_+S_-+I_-S_+=2(\mathbf I\cdot\mathbf S-I_zS_z)$. Therefore

$$V_{\rm sec}=b\,I_zS_z-\frac b2\,\mathbf I\cdot\mathbf S+\frac b2\,I_zS_z=\frac b2\,(3I_zS_z-\mathbf I\cdot\mathbf S)\qquad\text{(like)}.$$

For unlike spins $B$ rotates at the large frequency $|\omega_I-\omega_S|$, and $A$ alone is static:

$$V_{\rm sec}=dA=\frac b2\,(2I_zS_z)\qquad\text{(unlike)}.$$

The two operators are to be compared with the same prefactor $b/2$. Their difference is the flip-flop term. For like spins, one spin can give up the Zeeman energy that the other takes. For unlike spins the exchange leaves a mismatch $|\omega_I-\omega_S|$ that the weak coupling cannot supply.

The condition on $|\omega_I+\omega_S|$ matters too. If $\omega_I=-\omega_S$, which requires gyromagnetic ratios of opposite sign and equal size, then $E$ and $F$ are static while $B$ rotates, and the truncated coupling is $d(A+E+F)$.

## (e) The error of the truncation

**Bound the difference between the true evolution in the interaction frame and the evolution under $V_{\rm sec}$.**

**Solution.** The interaction-frame coupling is $\tilde V(t)=V_{\rm sec}+R(t)$, where $R(t)=\sum'V_{pq}e^{i\nu_{pq}t}$ runs over the dropped terms. The true propagator obeys $\dot U=-i\tilde VU$ with $U(0)=1$. Define

$$G(t)=\int_0^tR\,dt'=\sum{}'\,V_{pq}\frac{e^{i\nu_{pq}t}-1}{i\nu_{pq}},\qquad \|G(t)\|\le g=\sum{}'\,\frac{2\|V_{pq}\|}{|\nu_{pq}|},$$

where $\|\cdot\|$ is the largest singular value. Let $P=e^{iV_{\rm sec}t}$ and $W=PU$. Then

$$\dot W=iPV_{\rm sec}U-iP(V_{\rm sec}+R)U=-iPRU=-iP\dot GU .$$

Integrate by parts, using $G(0)=0$, $\dot P=iPV_{\rm sec}$ and $\dot U=-i\tilde VU$:

$$W(t)-1=-iPGU-\int_0^tP\,(V_{\rm sec}G-G\tilde V)\,U\,dt'.$$

$P$ and $U$ are unitary, and $\|\tilde V\|=\|V\|$ because $\tilde V$ is a unitary transform of $V$. Also $\|W-1\|=\|U-P^\dagger\|$. Hence

$$\|U(t)-e^{-iV_{\rm sec}t}\|\le g\,[1+t(\|V_{\rm sec}\|+\|V\|)].$$

Since $g$ is at most of order $|d/\omega|$, with $\omega$ the smallest of the dropped frequencies, the error over times of order $1/|d|$ is also at most of order $|d/\omega|$. The bound grows with time and guarantees nothing once $t$ reaches about $|\omega|/d^2$.

The energy levels tell the same story. The dropped terms change the Zeeman energy, so they have no matrix elements within a degenerate level of $H_0$ and give no first-order shift. Their leading effect is of second order, of size $d^2/|\omega|$, and falls as $1/B_0$.

## (f) Between like and unlike

**Two spins ½ have a frequency difference $\Delta=\omega_I-\omega_S$ that is small compared with their Larmor frequencies but not necessarily compared with $b$. Find the levels with $m_I+m_S=0$ and the largest probability that $|{+-}\rangle$ turns into $|{-+}\rangle$.**

**Solution.** With $\bar\omega=\tfrac12(\omega_I+\omega_S)$,

$$H_0=\bar\omega(I_z+S_z)+\tfrac12\Delta(I_z-S_z).$$

Use the interaction frame of the first term only. The second term commutes with it and is static there, as are $A$ and $B$. The terms $C$ to $F$ rotate at $\pm\bar\omega$ or $\pm2\bar\omega$ and are dropped.

In the basis $|{+-}\rangle,|{-+}\rangle$, $I_z+S_z$ vanishes, $I_z-S_z=\pm1$ and $I_zS_z=-\tfrac14$. The operator $I_+S_-+I_-S_+$ exchanges the two states with matrix element 1. The block is therefore

$$h=\begin{pmatrix}-\frac b4+\frac\Delta2&-\frac b4\\[2pt]-\frac b4&-\frac b4-\frac\Delta2\end{pmatrix}=-\frac b4+k,\qquad k=\begin{pmatrix}\frac\Delta2&-\frac b4\\[2pt]-\frac b4&-\frac\Delta2\end{pmatrix}.$$

Squaring gives $k^2=\Delta^2/4+b^2/16=(\Omega/2)^2$ with $\Omega=\sqrt{\Delta^2+b^2/4}$. The eigenvalues of $h$ are

$$E_\pm=-\frac b4\pm\frac12\sqrt{\Delta^2+\frac{b^2}4}.$$

Because $k^2$ is a multiple of the unit matrix, the exponential series sums to

$$e^{-ikt}=\cos\frac{\Omega t}2-\frac{2i}\Omega\,k\,\sin\frac{\Omega t}2 .$$

Its off-diagonal element is $i\,(b/2\Omega)\sin(\Omega t/2)$, so the transfer probability and its maximum are

$$p(t)=\frac{(b/2)^2}{\Omega^2}\sin^2\frac{\Omega t}2,\qquad p_{\max}=\frac{(b/2)^2}{\Delta^2+(b/2)^2}.$$

At $\Delta=0$ the exchange is complete, and the levels are $0$ and $-b/2$. For $|\Delta|\gg|b|$, expanding the root gives $E_\pm\approx-\tfrac b4\pm(\tfrac{|\Delta|}2+\tfrac{b^2}{16|\Delta|})$. The flip-flop term then leaves a small second-order shift, and the unlike form applies as long as the phase accumulated from this shift, $b^2t/(16|\Delta|)$, is small. Even then it carries an oscillating error of amplitude $\sqrt{p_{\max}}\approx|b|/(2|\Delta|)$, which is 0.05 at $|\Delta|=10|b|$. Two nuclei of the same isotope are therefore unlike in this sense when their shifts differ by much more than $|b|$.

## (g) The doublet splitting

**For spins ½, find the splitting of the resonance produced by each truncated coupling.**

**Solution.** For like spins with common frequency $\omega$, $V_{\rm sec}$ is diagonal in the triplet and singlet states. In the triplet $\mathbf I\cdot\mathbf S=\tfrac14$, so

$$E_{++}=\omega+\frac b2\left(\frac34-\frac14\right)=\omega+\frac b4,\qquad E_{--}=-\omega+\frac b4,$$

$$E_{T_0}=\frac b2\left(-\frac34-\frac14\right)=-\frac b2 .$$

The detected operator $I_x+S_x$ is a component of the total spin. It gives zero on the singlet, which therefore contributes no line. The two allowed frequencies are

$$E_{++}-E_{T_0}=\omega+\tfrac34b,\qquad E_{T_0}-E_{--}=\omega-\tfrac34b,$$

with splitting $\tfrac32|b|$.

For unlike spins the energies are $\omega_Im_I+\omega_Sm_S+b\,m_Im_S$. Flipping $I$ from $-\tfrac12$ to $+\tfrac12$ costs $\omega_I+b\,m_S$ with $m_S=\pm\tfrac12$, so the splitting is $|b|$. The same holds for the resonance of $S$.

The extra factor $\tfrac32$ comes from $B$. In the state $T_0$, $dA$ contributes $-b/4$ and $dB$ another $-b/4$, while $dB$ does not act on $|{++}\rangle$ or $|{--}\rangle$. Both first-order splittings vanish when $3\cos^2\theta=1$.

## (h) Numbers

**Compare two protons with a pair made of a proton and a model spin ½ whose gyromagnetic ratio is one quarter of the proton's. Take $r=2.0$ Å, $\theta=30^\circ$, $\phi=40^\circ$ and $B_0=10$ T.**

**Solution.** The angular factor is $1-3\times0.75=-1.25$. The azimuth $\phi$ enters only the dropped terms. Frequencies below are divided by $2\pi$.

*Like pair.* Both Larmor frequencies are 425.77 MHz in size. The formula of part (a) gives $d=15.015$ kHz, so $b=-1.25\times15.015=-18.769$ kHz. The predicted splitting is $1.5\times18.769=28.153$ kHz. Diagonalizing the complete Hamiltonian gives 28.153 kHz.

*Unlike pair.* The Larmor frequencies are 425.77 and 106.44 MHz. The coupling is a quarter as large, $d=3.754$ kHz, and $b=-4.692$ kHz. The predicted splitting is 4.692 kHz, and the complete Hamiltonian gives the same to these digits. The like doublet is six times wider: a factor 4 comes from $d$ and a factor $\tfrac32$ from the flip-flop term.

*Truncation errors.* For the like pair, the largest difference between a true level and its truncated value is 1.21 Hz at 1 T and 0.121 Hz at 10 T. For the unlike pair it is 0.184 Hz and 0.018 Hz. Both fall tenfold, as part (e) requires. After 100 µs at 10 T the propagator error is $7.8\times10^{-5}$ for the like pair, below the bound of $1.7\times10^{-3}$. For the unlike pair it is $2.7\times10^{-5}$, below $3.2\times10^{-4}$.

*Exchanging the two forms.* Using the unlike form for the like pair, or the reverse, amounts to omitting or adding a static $dB$. For spins ½ this operator commutes with $A$ and has eigenvalues $0,0,\pm b/4$. The resulting propagator error is

$$|1-e^{ibt/4}|=2\,|\sin(bt/8)|,$$

apart from the small truncation error. At 100 µs, $|b|t/8$ is $2\pi\times1.8769/8=1.474$ for the like pair and $2\pi\times0.46922/8=0.369$ for the unlike pair. The formula gives 1.99 and 0.72, in agreement with the computed 1.991 and 0.720. The largest possible value is 2.

*Crossover.* Giving the two protons a frequency difference $\Delta$ produces these values from the complete Hamiltonian, with the transfer probability evaluated at the time $t=\pi/\Omega$ where part (f) places its maximum:

| $\Delta/\lvert b\rvert$ | middle levels (kHz) | $p_{\max}$ |
|---|---|---|
| 0 | 0.000, 9.384 | 1.000 |
| 0.5 | −1.944, 11.328 | 0.500 |
| 1 | −5.800, 15.184 | 0.200 |
| 10 | −89.269, 98.653 | 0.0025 |

For $\Delta=|b|$, for instance, part (f) gives $p_{\max}=0.25/(1+0.25)=0.2$. In this table $\Delta$ is a model parameter. At 10 T the nonzero entries correspond to shift differences of 22, 44 and 441 ppm, at or beyond the edge of the roughly 20 ppm range of proton shifts in diamagnetic compounds. A difference of 10 ppm gives only $\Delta/|b|\approx0.23$ and $p_{\max}\approx0.83$, so such a proton pair, at this distance, angle and field, is far from the unlike limit. In the unlike pair $|\Delta|$ is $425.77-106.44=319.33$ MHz, and the probability computed at $t=\pi/\Omega$ is $5.4\times10^{-11}$. Here $\Delta$ is no longer small compared with the Larmor frequencies, but the numerical check confirms the formula for $p_{\max}$ in this case to within one percent.

## Computed results

```
distance = 2.0 angstrom
theta = 30.0 deg, phi = 40.0 deg
field = 10.0 T, evolution time = 100 us
gamma of model spin / gamma of proton = 0.25
1 - 3 cos^2(theta) = -1.2500
[like] |wI|/2pi = 425.77 MHz, |wS|/2pi = 425.77 MHz
[like] d/2pi = 15.0150 kHz
[like] b/2pi = -18.7688 kHz
[like] exact splitting = 28.1532 kHz
[like] truncated splitting = 28.1532 kHz
[like] exact splitting / |b| = 1.5000
[like] largest level error at 1 T = 1.210 Hz
[like] largest level error at 10 T = 0.1210 Hz
[like] propagator error = 7.77e-05, bound = 1.71e-03
[like] error with the other truncation = 1.991
[unlike] |wI|/2pi = 425.77 MHz, |wS|/2pi = 106.44 MHz
[unlike] d/2pi = 3.7538 kHz
[unlike] b/2pi = -4.6922 kHz
[unlike] exact splitting = 4.6922 kHz
[unlike] truncated splitting = 4.6922 kHz
[unlike] exact splitting / |b| = 1.0000
[unlike] largest level error at 1 T = 0.184 Hz
[unlike] largest level error at 10 T = 0.0184 Hz
[unlike] propagator error = 2.72e-05, bound = 3.16e-04
[unlike] error with the other truncation = 0.720
delta/|b| =  0.0: M=0 levels/2pi = -0.000, 9.384 kHz; max flip-flop probability = 1.00000
delta/|b| =  0.5: M=0 levels/2pi = -1.944, 11.328 kHz; max flip-flop probability = 0.50000
delta/|b| =  1.0: M=0 levels/2pi = -5.800, 15.184 kHz; max flip-flop probability = 0.20000
delta/|b| = 10.0: M=0 levels/2pi = -89.269, 98.653 kHz; max flip-flop probability = 0.00249
[unlike] max flip-flop probability = 5.40e-11
```
